# Cahn–Hilliard Critical-Nucleus Work Near the Spinodal at Fixed Temperature: test program

```python
"""
Critical-nucleus work near a spinodal, at fixed temperature below T_c.
F = integral [f(c) + kappa/2 |grad c|^2] dV, c0 = c_s - delta.
Result under test:
  W = S kappa^(3/2) B^(-1/2) delta^(3/2) [1 + O(delta)]
c_s: spinodal composition; B = -f'''(c_s); S: universal pure number.
u = c-c0; phi = u/delta; lengths in angstrom and energies in eV.
The example is a rough bcc Fe-Cr-like symmetric regular solution.
Full nuclei use the logarithmic free energy, not its cubic expansion.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import chebyshev as cheb
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def radial_saddle(density, force, stiffness, kappa_far, guess,
                  slope=0.0, n=80, span=18.0):
    """Solve the radial Euler equation and integrate its energy."""
    x = np.cos(np.pi * np.arange(n + 1) / n)
    m = np.sqrt(stiffness(0.0) / kappa_far)
    radius = span / m
    r = radius * (1 - x) / 2
    signs = (-1.0) ** np.arange(n + 1)
    signs[[0, -1]] *= 2
    D = np.outer(signs, 1 / signs)
    D /= x[:, None] - x[None, :] + np.eye(n + 1)
    D -= np.diag(D.sum(axis=1))
    D *= -2 / radius
    lap = D @ D
    lap[1:] += 2 / r[1:, None] * D[1:]
    u = guess(m * r)
    for _ in range(60):
        grad, curvature = D @ u, lap @ u
        kap = kappa_far + slope * u
        residual = kap * curvature + slope * grad**2 / 2 - force(u)
        jac = kap[:, None] * lap + slope * grad[:, None] * D
        jac += np.diag(slope * curvature - stiffness(u))
        residual[0], jac[0] = grad[0], D[0]
        residual[-1] = grad[-1] + (m + 1 / radius) * u[-1]
        jac[-1] = D[-1]
        jac[-1, -1] += m + 1 / radius
        step = np.linalg.solve(jac, -residual)
        scale = 1.0
        with np.errstate(all="ignore"):
            while not np.all(np.isfinite(force(u + scale * step))):
                scale /= 2
                assert scale > 1e-8
        u = u + scale * step
        if scale == 1 and np.max(abs(step)) < 1e-7 * np.max(abs(u)):
            break
    else:
        raise AssertionError("radial Newton iteration did not converge")
    assert density(u[0]) < 0, "trivial profile found"
    vander = cheb.chebvander(x, n)
    moments = np.zeros(n + 1)
    even = np.arange(0, n + 1, 2)
    moments[even] = 2 / (1 - even.astype(float)**2)
    weights = np.linalg.solve(vander.T, moments)
    volume = 4 * np.pi * r**2 * weights * radius / 2
    coefficients = np.linalg.solve(vander, u)

    def shape(rho):
        rho = np.asarray(rho, dtype=float)
        y = cheb.chebval(1 - 2 * np.minimum(rho, span) / span,
                         coefficients)
        return np.where(rho <= span, y, 0.0)

    grad = D @ u
    gradient_energy = volume @ ((kappa_far + slope * u) * grad**2 / 2)
    work = volume @ density(u) + gradient_energy
    half = brentq(lambda z: float(shape(z)) - u[0] / 2, 0, 10) / m
    return dict(u=u, grad=grad, lap=lap @ u, volume=volume, m=m,
                W=work, K=gradient_energy, half=half, shape=shape)


# Universal profile: shooting gives an independent central value.
def equation(r, y):
    return [y[1], y[0] - y[0]**2 / 2 - 2 * y[1] / r]


def crosses_zero(r, y):
    return y[0]


def turns_back(r, y):
    return y[1]


crosses_zero.terminal = True
turns_back.terminal = True
turns_back.direction = 1
r_start = 1e-3


def initial(center):
    curve = center - center**2 / 2
    return [center + curve * r_start**2 / 6, curve * r_start / 3]


low, high = 3.0, 15.0
for _ in range(45):
    middle = (low + high) / 2
    shot = solve_ivp(equation, (r_start, 25), initial(middle),
                     method="DOP853", rtol=1e-11, atol=1e-13,
                     events=(crosses_zero, turns_back))
    if len(shot.t_events[0]):
        high = middle
    else:
        low = middle
shot_center = (low + high) / 2
shot = solve_ivp(equation, (r_start, 8), initial(shot_center),
                 method="DOP853", rtol=1e-11, atol=1e-13,
                 dense_output=True)


def shot_profile(rho):
    inner = shot.sol(np.clip(rho, r_start, 8))[0]
    tail = shot.y[0, -1] * 8 * np.exp(8 - rho) / np.maximum(rho, 8)
    return np.where(rho < 8, inner, tail)


universal = radial_saddle(lambda p: p**2 / 2 - p**3 / 6,
                          lambda p: p - p**2 / 2,
                          lambda p: 1 - p, 1.0, shot_profile)
phi, dv = universal["u"], universal["volume"]
I2, I3, I4 = [dv @ phi**power for power in (2, 3, 4)]
S = universal["W"]
assert abs(phi[0] / shot_center - 1) < 1e-6
assert abs(2 * universal["K"] / I2 - 1) < 1e-6
assert abs(I3 / (4 * I2) - 1) < 1e-6
assert abs(S / (I2 / 3) - 1) < 1e-6

# Angular modes of the second variation, with y = r times the mode.
h = 0.01
grid = h * np.arange(1, 1800)
modes = []
for ell in range(3):
    diagonal = 2 / h**2 + ell * (ell + 1) / grid**2
    diagonal += 1 - universal["shape"](grid)
    modes.append(eigh_tridiagonal(
        diagonal, -np.ones(len(grid) - 1) / h**2,
        eigvals_only=True, select="i", select_range=(0, 1)))
assert modes[0][0] < 0 < modes[0][1]
assert abs(modes[1][0]) < 2e-3 and modes[1][1] > 0
assert modes[2][0] > 0

# Rough example inputs; bcc atomic volume and bond-model coefficient.
T, T_c, lattice = 750.0, 900.0, 2.87
misfit, young_GPa, poisson = 0.006, 200.0, 0.3
k_B = const.k / const.e
kT = k_B * T
mixing = 2 * k_B * T_c
atom_volume = lattice**3 / 2
kappa = mixing * lattice**2 / (4 * atom_volume)
neighbour = np.sqrt(3) * lattice / 2
c_s = (1 - np.sqrt(1 - T / T_c)) / 2
c_b = brentq(lambda c: kT * np.log(c / (1 - c))
             + mixing * (1 - 2 * c), 1e-8, c_s)


def cubic_strength(c):
    return kT / atom_volume * (1 / c**2 - 1 / (1 - c)**2)


B = cubic_strength(c_s)
f4 = 2 * kT / atom_volume * (1 / c_s**3 + 1 / (1 - c_s)**3)
mp.mp.dps = 40


def free_energy(c):
    return (kT * (c * mp.log(c) + (1 - c) * mp.log(1 - c))
            + mixing * c * (1 - c)) / atom_volume


assert abs(mp.diff(free_energy, c_s, 2)) < 1e-10
assert abs(float(mp.diff(free_energy, c_s, 3)) / -B - 1) < 1e-7
assert abs(float(mp.diff(free_energy, c_s, 4)) / f4 - 1) < 1e-7


def nucleus(c0, guess, stiffness_gradient=kappa, strain=0.0,
            slope=0.0, n=80, span=18.0):
    thermal = kT / atom_volume
    quadratic = strain - mixing / atom_volume

    def density(u):
        return thermal * ((c0 + u) * np.log1p(u / c0)
                          + (1 - c0 - u) * np.log1p(-u / (1 - c0))
                          ) + quadratic * u**2

    def force(u):
        return thermal * (np.log1p(u / c0)
                          - np.log1p(-u / (1 - c0))
                          ) + 2 * quadratic * u

    def stiffness(u):
        return thermal * (1 / (c0 + u) + 1 / (1 - c0 - u)
                          ) + 2 * quadratic

    return radial_saddle(density, force, stiffness,
                         stiffness_gradient, guess, slope, n, span)


def law(delta, strength=B):
    return S * kappa**1.5 * strength**-0.5 * delta**1.5


deltas = [1e-4, 2e-4, 1e-3, 2e-3, 5e-3, .01, .015, .02,
          .025, .03, .035, .04, .045, .05]
nuclei = {}
previous, old_delta = universal["shape"], 1.0
for delta in deltas:
    nuclei[delta] = nucleus(
        c_s - delta,
        lambda z: previous(z) * delta / old_delta)
    previous, old_delta = nuclei[delta]["shape"], delta


def exponent(first, second, quantity):
    return np.log(quantity(nuclei[second]) / quantity(nuclei[first])
                  ) / np.log(second / first)


work_power = exponent(1e-4, 2e-4, lambda q: q["W"])
amplitude_power = exponent(1e-4, 2e-4, lambda q: q["u"][0])
radius_power = exponent(1e-4, 2e-4, lambda q: q["half"])
assert abs(work_power - 1.5) < 5e-3
assert abs(amplitude_power - 1) < 5e-3
assert abs(radius_power + 0.5) < 5e-3

# First corrections from the universal profile versus full solutions.
tiny = 1e-4
correction = f4 / B * (I4 / (8 * I2) - 1.25)
measured = (nuclei[tiny]["W"] / law(tiny) - 1) / tiny
assert abs(measured - correction) < 0.01 * abs(correction) + 0.01
kappa_correction = dv @ ((phi - 1) * universal["grad"]**2) / (2 * S)
variable = nucleus(c_s - tiny, nuclei[tiny]["shape"],
                   kappa * (1 - tiny), slope=kappa)
kappa_measured = (variable["W"] / nuclei[tiny]["W"] - 1) / tiny
assert abs(kappa_measured - kappa_correction) < (
    0.01 * abs(kappa_correction) + 0.01)

# Mesh and outer-radius convergence at the main example.
example_delta = 0.01
example = nuclei[example_delta]
finer = nucleus(c_s - example_delta, example["shape"],
                n=110, span=24)
mesh_shift = finer["W"] / example["W"] - 1
assert abs(mesh_shift) < 1e-6

# Direct bcc bond sum for the same concentration profile.
count = int(np.ceil(13 / (example["m"] * lattice)))
corner_axis = lattice * np.arange(-count, count + 1)
center_axis = lattice * (np.arange(-count, count) + 0.5)


def sites(axis):
    q = axis**2
    distance = np.sqrt(q[:, None, None] + q[None, :, None]
                       + q[None, None, :])
    return example["shape"](example["m"] * distance)


corners, centers = sites(corner_axis), sites(center_axis)
size = 2 * count
bond_sum = 0.0
for i in (0, 1):
    for j in (0, 1):
        for k in (0, 1):
            difference = corners[i:i+size, j:j+size, k:k+size] - centers
            bond_sum += np.sum(difference**2)
lattice_shift = mixing / 8 * bond_sum - example["K"]
lattice_formula = -kappa * neighbour**2 / 40 * (
    example["volume"] @ example["lap"]**2)
assert abs(lattice_shift / lattice_formula - 1) < 0.05

# Isotropic coherent strain and the displaced spinodal.
pressure_to_eV = 1e9 * 1e-30 / const.e
strain = misfit**2 * young_GPa * pressure_to_eV / (1 - poisson)
strained = nucleus(c_s - example_delta, example["shape"],
                   strain=strain)
product = kT / (2 * mixing - 2 * strain * atom_volume)
coherent_s = (1 - np.sqrt(1 - 4 * product)) / 2
coherent = nucleus(coherent_s - tiny, nuclei[tiny]["shape"],
                   strain=strain)
coherent_ratio = coherent["W"] / law(tiny, cubic_strength(coherent_s))
assert abs(coherent_ratio - 1) < 5e-3

# Gradient coefficient needed for a barrier of ten thermal energies.
kappa_factor = (10 * kT / example["W"])**(2 / 3)
long_range = nucleus(c_s - example_delta, example["shape"],
                     kappa * kappa_factor, n=100, span=22)
assert abs(long_range["W"] / (10 * kT) - 1) < 1e-6

print(f"Universal S: {S:.6f}")
print(f"Universal phi(0): {phi[0]:.6f}")
print(f"Integral phi^2: {I2:.5f}")
print(f"Integral phi^4 / integral phi^2: {I4/I2:.6f}")
print(f"Lowest radial mode: {modes[0][0]:.5f}")
print(f"Second radial mode in the box: {modes[0][1]:.5f}")
print(f"Lowest translation mode: {modes[1][0]:.2e}")
print(f"Lowest quadrupole mode: {modes[2][0]:.5f}")
print(f"Temperature: {T:.0f} K; critical: {T_c:.0f} K")
print(f"Thermal energy: {kT:.6f} eV")
print(f"Mixing energy w: {mixing:.6f} eV/atom")
print(f"Lattice parameter: {lattice:.2f} angstrom")
print(f"Atomic volume: {atom_volume:.4f} angstrom^3")
print(f"Neighbour distance: {neighbour:.4f} angstrom")
print(f"Gradient coefficient: {kappa:.6f} eV/angstrom")
print(f"Spinodal composition: {c_s:.6f}")
print(f"Binodal composition: {c_b:.6f}")
print(f"Binodal-spinodal distance: {c_s-c_b:.6f}")
print(f"B: {B:.6f} eV/angstrom^3")
print(f"Fourth derivative: {f4:.6f} eV/angstrom^3")
print(f"Law prefactor: {law(1.0):.6f} eV")
print(f"Small-delta work exponent: {work_power:.6f}")
print(f"Small-delta amplitude exponent: {amplitude_power:.6f}")
print(f"Small-delta radius exponent: {radius_power:.6f}")
print(f"First work correction / delta, formula: {correction:.5f}")
print(f"First work correction / delta, solved: {measured:.5f}")
print(f"Kappa-slope correction, formula: {kappa_correction:.5f}")
print(f"Kappa-slope correction, solved: {kappa_measured:.5f}")
print("delta; W (eV); W/law; W/kT")
for delta in [1e-4, 1e-3, 5e-3, .01, .02, .03, .05]:
    value = nuclei[delta]["W"]
    print(f"{delta:.4f}; {value:.6e}; {value/law(delta):.5f}; "
          f"{value/kT:.5f}")
local_power = exponent(.01, .02, lambda q: q["W"])
print(f"Work exponent from delta 0.01 to 0.02: {local_power:.5f}")
length = np.sqrt(kappa / (B * example_delta))
print(f"Main example delta: {example_delta:.3f}")
print(f"Scaling length: {length:.4f} angstrom")
print(f"Half-height radius: {example['half']:.4f} angstrom")
print(f"Central composition: {c_s-example_delta+example['u'][0]:.5f}")
hartree = const.value("Hartree energy in eV")
print(f"Main work: {example['W']/hartree:.6e} hartree")
print(f"Relative mesh and cell shift: {mesh_shift:.2e}")
print(f"Lattice shift / W, bond sum: {lattice_shift/example['W']:.5f}")
print(f"Lattice shift / W, formula: {lattice_formula/example['W']:.5f}")
print(f"Misfit: {misfit:.3f}; Poisson ratio: {poisson:.1f}")
print(f"Young modulus: {young_GPa:.0f} GPa")
print(f"Strain coefficient: {strain:.6e} eV/angstrom^3")
print(f"Coherent spinodal: {coherent_s:.6f}")
print(f"Work with strain: {strained['W']:.6e} eV")
print(f"Strained / unstrained work: {strained['W']/example['W']:.5f}")
print(f"Coherent work/law at delta 0.0001: {coherent_ratio:.6f}")
print(f"Kappa factor for W=10 kT: {kappa_factor:.4f}")
print(f"Corresponding range factor: {np.sqrt(kappa_factor):.4f}")
print("every check passed")
```

Output:

```
Universal S: 174.640947
Universal phi(0): 8.383366
Integral phi^2: 523.92284
Integral phi^4 / integral phi^2: 20.411914
Lowest radial mode: -2.36443
Second radial mode in the box: 0.79927
Lowest translation mode: -3.13e-05
Lowest quadrupole mode: 1.09996
Temperature: 750 K; critical: 900 K
Thermal energy: 0.064630 eV
Mixing energy w: 0.155112 eV/atom
Lattice parameter: 2.87 angstrom
Atomic volume: 11.8200 angstrom^3
Neighbour distance: 2.4855 angstrom
Gradient coefficient: 0.027023 eV/angstrom
Spinodal composition: 0.295876
Binodal composition: 0.170715
Binodal-spinodal distance: 0.125161
B: 0.051431 eV/angstrom^3
Fourth derivative: 0.453527 eV/angstrom^3
Law prefactor: 3.420847 eV
Small-delta work exponent: 1.501656
Small-delta amplitude exponent: 0.999978
Small-delta radius exponent: -0.498703
First work correction / delta, formula: 11.47674
First work correction / delta, solved: 11.48277
Kappa-slope correction, formula: 3.15447
Kappa-slope correction, solved: 3.15422
delta; W (eV); W/law; W/kT
0.0001; 3.424775e-06; 1.00115; 0.00005
0.0010; 1.094248e-04; 1.01154; 0.00169
0.0050; 1.280788e-03; 1.05898; 0.01982
0.0100; 3.836663e-03; 1.12155; 0.05936
0.0200; 1.219281e-02; 1.26016; 0.18866
0.0300; 2.528635e-02; 1.42256; 0.39125
0.0500; 7.140365e-02; 1.86695; 1.10481
Work exponent from delta 0.01 to 0.02: 1.66811
Main example delta: 0.010
Scaling length: 7.2486 angstrom
Half-height radius: 9.6332 angstrom
Central composition: 0.36983
Main work: 1.409948e-04 hartree
Relative mesh and cell shift: -5.42e-14
Lattice shift / W, bond sum: -0.01586
Lattice shift / W, formula: -0.01599
Misfit: 0.006; Poisson ratio: 0.3
Young modulus: 200 GPa
Strain coefficient: 6.419838e-05 eV/angstrom^3
Coherent spinodal: 0.298400
Work with strain: 5.598906e-03 eV
Strained / unstrained work: 1.45932
Coherent work/law at delta 0.0001: 1.001147
Kappa factor for W=10 kT: 30.5014
Corresponding range factor: 5.5228
every check passed
```
